# Monopole selection rule and Carlson–Nestor shake probability with Pauli correction

## Result

When a core electron is removed suddenly, the remaining electrons are left in a state that is not an eigenstate of the ion. The parts of this state that lie outside the ionic ground configuration of the core hole give the shake satellites. Two statements govern them.

**Monopole rule.** An ion state can be reached only if it has the total angular momentum and parity of the state left behind. In a mean-field description with spherical potentials, each electron keeps $l$, $m$ and spin $\sigma$, and only its radial state may change.

**Carlson–Nestor probability.** For a subshell $nl$ holding $N$ electrons after the core ionization, the probability that at least one of them is shaken up or off is, to leading order,

$$P_{nl}=1-p^{N}-P_F,\qquad p=|\langle nl'|nl\rangle|^2, \tag{1}$$

$$P_F=\sum_{\bar n\neq n}\frac{N\,N'_{\bar n l}}{4l+2}\,|\langle \bar n l'|nl\rangle|^2. \tag{2}$$

Orbitals with a prime belong to the relaxed ion, those without to the atom. The sum runs over the other occupied subshells $\bar n l$ of the ion, and $N'_{\bar n l}$ is their occupation. The term $P_F$ removes transitions into places that are already filled.

Equation (1) gives the sum of shake-up (bound final orbital) and shake-off (continuum orbital). It gives neither the division between them nor the satellite energies. Atomic units are used in the algebra.

## The sudden state

Let $|\Psi_0\rangle$ be the atomic ground state, $|\Psi_f\rangle$ an eigenstate of the ion, and $k$ the photoelectron orbital. The dipole operator is $D=\sum_{pq}d_{pq}a_p^\dagger a_q$. Since $[a_k,a_p^\dagger a_q]=\delta_{kp}a_q$, the ionization amplitude is

$$\langle\Psi_f|a_kD|\Psi_0\rangle=\sum_q d_{kq}\langle\Psi_f|a_q|\Psi_0\rangle+\langle\Psi_f|D\,a_k|\Psi_0\rangle .$$

For a fast photoelectron, $k$ has negligible weight in the atom, so $a_k|\Psi_0\rangle\approx0$ and the last term drops out. In the sum we keep $q=c$, the core orbital of the chosen edge, and neglect interference with the other edges. Then

$$\langle\Psi_f|a_kD|\Psi_0\rangle\approx d_{kc}\,\langle\Psi_f|R\rangle,\qquad |R\rangle=a_c|\Psi_0\rangle .$$

If $d_{kc}$ varies little over the satellite range, the relative intensities are $P_f=|\langle\Psi_f|R\rangle|^2$. With $|R\rangle$ normalized, completeness of the ion states gives $\sum_fP_f=1$.

These steps fail near threshold, where the photoelectron is slow, its interaction with the ion matters, and $d_{kc}$ changes from one satellite to the next.

## The monopole rule

The Hamiltonian of the free ion commutes with $\mathbf J^2$, $J_z$ and parity, so its eigenstates can be chosen with definite $J$, $M$ and parity. Split $|R\rangle$ into components $|R_J\rangle$ of definite $J$. Letting the Hermitian operator $\mathbf J^2$ act to the left and to the right gives

$$[J_f(J_f+1)-J(J+1)]\,\langle\Psi_f|R_J\rangle=0 .$$

The overlap therefore vanishes unless $J_f=J$. The same argument with $J_z$ and parity gives $\Delta M=0$ and no change of parity. Without spin–orbit coupling, $\mathbf L^2$ and $\mathbf S^2$ are conserved as well, so that $\Delta L=\Delta S=0$. The name "monopole" reflects that the operator between the two states is the unit operator, which has rank zero.

The reference for these differences is $|R\rangle$, not the neutral atom. For a closed-shell atom, $|R\rangle$ has $L=l_c$ and $S=1/2$, the values of the core hole. For an open-shell atom with $L_0,S_0$, removing the core electron couples $L_0$ with $l_c$ and $S_0$ with $1/2$. Several multiplets can then occur in $|R\rangle$, and each one present selects final states of its own symmetry.

The one-electron rule needs more assumptions: single determinants, and orbitals $u_{nl}(r)Y_{lm}/r$ times a spin function, for atom and ion alike. Then

$$\langle n'l'm'\sigma'|nlm\sigma\rangle=\delta_{ll'}\delta_{mm'}\delta_{\sigma\sigma'}\int_0^\infty u'_{n'l}\,u_{nl}\,dr .$$

A core hole with $l_c>0$ is not spherical by itself, so this form relies on a spherically averaged ion potential.

A small model separates the two rules. Two electrons on a sphere, with $l\le2$, have one-electron levels $B\,l(l+1)$ and the interaction $g_1P_1(\cos\theta_{12})+g_2P_2(\cos\theta_{12})$, with $B=10$, $g_1=10$ and $g_2=4$ eV. The frozen state is a pure $s^2$ configuration. Its weight in final states with $L>0$ is zero to rounding. Its weight in the $L=0$ state of mainly $p^2$ character is 0.018, although no single electron may go from $s$ to $p$: the interaction mixes $s^2$ and $p^2$ within $L=0$. If an axial term $5\cos\theta$ eV acts on each electron, the total rule fails too, and a weight of 0.019 appears in states with $\langle\mathbf L^2\rangle>1$. Configuration interaction can thus break the rule for $l$, while the rule for $L$ stands as long as the ion Hamiltonian is spherically symmetric and free of spin–orbit coupling.

## Determinants and channels

Let $|R\rangle$ be a determinant of atomic spin-orbitals $\chi_j$, and the unshaken ion state a determinant of relaxed spin-orbitals $\chi'_i$ with the same occupations. Expanding both determinants gives a double sum over permutations with the prefactor $1/n!$. Relabelling the electrons makes the terms depend only on the relative permutation, so one sum gives $n!$ and cancels the prefactor. What remains is

$$\langle\Phi'|\Phi\rangle=\det\langle\chi'_i|\chi_j\rangle .$$

By the one-electron rule this matrix is block diagonal in the channels $(l,m,\sigma)$, and the determinant is a product over channels. The number of electrons in each channel is conserved, since otherwise a block is not square and the overlap vanishes.

Within one channel, let $a$ and $b$ label the occupied subshells and define $S_{ab}=\langle a'|b\rangle$. The relaxed orbitals are orthonormal and complete, so $1=\sum_a|a'\rangle\langle a'|+Q$, where $Q$ projects onto the empty relaxed orbitals, continuum included. Hence

$$(S^\dagger S)_{bc}=\delta_{bc}-W_{bc},\qquad W_{bc}=\langle b|Q|c\rangle ,$$

and the probability that the channel is unshaken is

$$|\det S|^2=\det(S^\dagger S)=\det(1-W). \tag{3}$$

The diagonal element is the allowed loss from orbital $b$:

$$q_b=W_{bb}=1-p_b-f_b,\qquad p_b=|S_{bb}|^2,\quad f_b=\sum_{a\ne b}|S_{ab}|^2 . \tag{4}$$

Here $f_b$ is the weight that $b$ has in other relaxed orbitals that are filled. It is part of $1-p_b$, but no electron can be found there as an excitation. The operator counting electrons in empty relaxed orbitals has the expectation value $\sum_b\langle b|Q|b\rangle=\sum_bq_b$ in the frozen determinant, so $\sum_b q_b$ is the mean number of excited electrons in the channel.

## From the determinant to single subshells

Equation (3) treats all subshells of a channel together. To separate them, the off-diagonal elements of $W$ must be dropped, and the sign and size of the resulting error can be found.

The matrix $G=S^\dagger S$ is positive semidefinite with diagonal elements $1-q_b$. If one of these is zero, then $\det G=0$. Otherwise, divide row and column $b$ by $\sqrt{G_{bb}}$. The new $M\times M$ matrix has unit diagonal, so its non-negative eigenvalues sum to $M$. Their product is at most the $M$th power of their mean, which is 1. Therefore

$$|\det S|^2\le\prod_b(1-q_b). \tag{5}$$

In the expansion of $\det(1-W)$, the first correction to the diagonal product comes from exchanging two indices and is $-\sum_{b<c}|W_{bc}|^2$ at leading order. Because $W_{bc}$ is the scalar product of $Q|b\rangle$ and $Q|c\rangle$, the Cauchy–Schwarz inequality gives $|W_{bc}|^2\le q_bq_c$. The separation thus costs an error of second order in the losses.

The label "subshell $b$" refers to the atomic orbital from which weight is lost. A spectrum is labelled by the relaxed orbital $a'$ that has a hole. To compare the two, write the overlap matrix of all orbitals as $U=e^{\epsilon K}$ with $K^\dagger=-K$. For an orbital $v$ that is empty in the reference,

$$U_{va}=\epsilon K_{va}+\tfrac12\epsilon^2(K^2)_{va}+\dots,\qquad U_{av}=-\epsilon K_{va}^*+\tfrac12\epsilon^2(K^2)_{va}^*+\dots$$

The loss from $a$ is $\sum_v|U_{va}|^2$, and the mean number of holes in $a'$ is $\sum_v|U_{av}|^2$. Both begin with $\epsilon^2\sum_v|K_{va}|^2$ and differ first at order $\epsilon^3$. The two labels thus agree at leading order, and their sums over a channel are equal, since $\mathrm{Tr}\,S^\dagger S=\mathrm{Tr}\,SS^\dagger$. The $\epsilon^3$ term contains products $K_{vb}K_{ba}$ with other orbitals $b$ of the channel, so it need not be small compared with a small loss. In the neodymium example below, the mean loss from $5s$ is 0.0031, while the mean number of holes in $5s'$ is about 0.004; for $6s$ the two values, 0.143 and 0.142, differ by a similar amount in the opposite direction. Small subshell probabilities therefore depend on the label, and those of equation (1) refer to the atomic orbital.

## The Carlson–Nestor formula

The $N$ electrons of subshell $nl$ sit in $N$ different channels $i=1,\dots,N$. They share the same $p$, because the radial functions do not depend on $m$ and $\sigma$. The blocked weight $f_i$ may differ from channel to channel if a destination subshell is partly filled. After the separation (5), the probability that at least one of these electrons is shaken is

$$P_{\rm ind}=1-\prod_{i=1}^N(p+f_i). \tag{6}$$

Replace the factors $p$ by $p+f_i$ one at a time. The $i$th replacement changes the product by

$$f_i\,p^{\,N-i}\prod_{j<i}(p+f_j).$$

Each of the $N-1$ factors multiplying $f_i$ lies between $p$ and 1, since $p\le p+f_j\le1$. Summing over $i$, with $F=\sum_if_i$, gives

$$p^{N-1}F\;\le\;\prod_i(p+f_i)-p^N\;\le\;F . \tag{7}$$

Taking the upper limit $F$ for the difference gives $P=1-p^N-F$. By (7), its error relative to (6) satisfies

$$0\le P_{\rm ind}-P\le F\,(1-p^{N-1}). \tag{8}$$

Since $F\le N(1-p)$ and $1-p^{N-1}\le(N-1)(1-p)$, this error is also of second order in the losses.

It remains to evaluate $F$. If all destinations are filled, each electron has $f_i=\sum_{\bar n\ne n}|\langle\bar nl'|nl\rangle|^2$, and $F$ is $N$ times this. If a destination holds $N'$ electrons, average over configurations, with the occupied places of the two subshells chosen independently. An electron in $(m,\sigma)$ can go only to the place with the same $(m,\sigma)$, which is filled with probability $N'/(4l+2)$. The mean of $F$ is then $P_F$ of equation (2), and (1) follows. The bounds (8) hold for every configuration and so also for the average.

The average ignores multiplet structure. For relativistic orbitals the channels are labelled by $(l,j,m_j)$, so the same count gives $2j+1$ in place of $4l+2$.

In a determinant model with random orbital changes, halving the change reduces the error of the total no-shake probability by a factor of 15.7 with $P_F$ and 3.9 without it. The expected leading-order factors are 16 and 4, because a loss is quadratic in the orbital change. Leaving out $P_F$ is therefore an error of the same order in the orbital change as the shake probability itself. Its relative size depends on the system; in the neodymium example below it is 3% of the total.

## Two limiting cases

**Relaxation within the filled space.** Let two filled subshells of equal $l$ be mixed by a rotation through $\theta$ and nothing else. Then $|\det S|=1$ and no electron is shaken. For $N=2$, $p=\cos^2\theta$ and $f=\sin^2\theta$, so the uncorrected expression gives the false loss $1-\cos^4\theta$. The corrected one gives

$$1-(1-\sin^2\theta)^2-2\sin^2\theta=-\sin^4\theta .$$

For $\theta=0.2$ the values are 0.0774 and $-0.0016$. Equation (1) can thus give a small negative result without any programming fault: since $P_{\rm ind}\ge0$, (8) allows values down to $-P_F(1-p^{N-1})$, a second-order remainder. Equation (6) gives zero here.

**Transitions into the core hole.** The core-hole subshell has $N'=4l_c+1$, so (2) leaves a fraction $1/(4l_c+2)$ of the transitions into it unblocked. This is correct as a sum over determinants built from the orbitals of the core-hole ion. For a $3d$ hole, however, a $4d$ electron moving into the hole produces $3d^{10}4d^9$, the configuration of the $4d$ edge. It is not a satellite on the low-kinetic-energy side of the $3d$ line. To leave it out of the subshell probability, use $N'=4l_c+2$ for the hole subshell in (2).

## Example: a 3d hole in the neodymium atom

The free Nd atom, with outer configuration $4f^46s^2$, has several filled subshells for $l=0,1,2$, so $P_F$ is nonzero for these. The $3d$ hole supplies a partly filled destination with $N'/(4l+2)=9/10$, and the open $4f$ shell, the only occupied $f$ subshell, is a case with $P_F=0$. Atom and $3d$-hole ion were each solved self-consistently in the nonrelativistic, spherical, spin-averaged local density approximation with VWN correlation. All orbitals of one system come from one local potential and are therefore mutually orthogonal, as the derivation requires.

The hole pulls the outer electrons inward. The mean radius falls from 0.546 to 0.466 angstrom for $4f$, from 0.935 to 0.888 angstrom for $5p$, and from 2.44 to 2.03 angstrom for $6s$.

For $6s$, $N=2$ and $p=0.9275$, so $p^2=0.860$. With $P_F=0.002$,

$$P_{6s}=1-0.860-0.002=0.138 .$$

For $4f$, $N=4$ and $p=0.9797$. No other $f$ subshell is occupied, so $P_F=0$ and $P_{4f}=1-p^4=0.079$. The relative contraction of $4f$ (15%) is close to that of $6s$ (17%), yet the loss per electron, $1-p$, is 0.020 against 0.072. The contraction of the mean radius alone does not fix the shake probability.

| Subshell | $1-p^N$ | $P_F$ | $P_{nl}$ |
|---|---|---|---|
| 6s | 0.1397 | 0.0019 | 0.1377 |
| 4f | 0.0787 | 0 | 0.0787 |
| 5p | 0.0361 | 0.0013 | 0.0348 |
| 4d | 0.0132 | 0.0007 | 0.0125 |
| 5s | 0.0064 | 0.0034 | 0.0031 |
| 4p | 0.0038 | 0.0018 | 0.0020 |

The correction is 1% of the uncorrected value for $6s$ but about half of it for $5s$ and $4p$. For $3s$ and $3p$ it is about 70%: most of the apparent loss from these subshells is mixing with other filled orbitals. The unblocked $4d\to3d$ weight is $10\times(1-9/10)\times8.1\times10^{-5}=8.1\times10^{-5}$, negligible beside $P_{4d}$. This weight belongs to the orbitals of the $3d$-hole ion and is not the weight of the relaxed $3d^{10}4d^9$ state: with the $3d$ orbital of the self-consistent $4d$-hole ion, the squared overlap with the atomic $4d$ is only $3\times10^{-7}$.

The total follows from multiplying the no-shake probabilities, not from adding the $P_{nl}$, because several subshells can be shaken in the same event. For $6s$, $4f$, $5p$, $4d$ and all the rest together,

$$P_{\rm tot}=1-0.862\times0.921\times0.965\times0.988\times0.994=0.248 .$$

The determinant result needs no separation into subshells. With the hole in one of the ten $d$ channels, it is

$$1-|\det S_s|^{4}\,|\det S_p|^{12}\,|\det S_d|^{18}\,|S_{4d,4d}|^{2}\,|S_{4f,4f}|^{8}=0.248 .$$

The two totals, 0.24751 and 0.24776 before rounding, differ by 0.00025, or 0.1% of the determinant value. Without $P_F$ the total is 0.256, which is 3% too high on the same scale.

This agreement tests the formula, not the physical model. The digits in the table are converged for this model only. A scalar-relativistic (ZORA) kinetic energy moves $P_{4f}$ from 0.079 to 0.110, $P_{6s}$ from 0.138 to 0.121 and the total to 0.254; dropping the correlation part of the functional moves the total to 0.262. Multiplet splitting and configuration interaction are left out, and a free atom does not describe the screening of the hole by the surroundings in solid Nd. The value 0.248 is therefore not a prediction for a measured spectrum.

## Use in a program

- Take all relaxed orbitals from one ion potential. If they are not mutually orthogonal, the projector $Q$ and equation (4) do not hold as written.
- Take $N$ and $N'$ from the ion, so that a $3d$ hole gives $N_{3d}=9$.
- If only the total is needed, use the determinants: they require the same overlaps and no expansion in the losses.
- For single subshells, (6) with the actual channel occupations cannot become negative. Equation (1) follows from it by taking the upper limit $F$ in (7); the two agree to first order in the losses $1-p$, and (8) bounds the difference.

The numerical check printed below contains the values for all subshells.

## Numbers as computed

```
Sphere model: level constant B, couplings g1, g2, axial field (eV): 10.0 10.0 4.0 5.0
  weight in states with L > 0, spherical ion: 1.0e-31
  weight in the L = 0 state of mainly p^2 kind: 0.01768
  weight in states with <L^2> > 1, axial ion: 0.01920
Determinant model, error ratio when the orbital change is halved:
  with Pauli term 15.68, without 3.91, hole label 7.98
Rotation of two filled shells by 0.2 rad, upper or lower shell, N = 2:
  exact total 0.00000, uncorrected 0.07738, corrected -0.00156
Mean number of blocked electrons, p^3 into p^4: 2.000
Nd atom 4f4 6s2 and ion with a 3d hole, nonrelativistic LDA (VWN)
Orbital energy (eV) and mean radius (angstrom), atom -> ion:
  3d: -972.93 -> -1025.54 eV; 0.1284 -> 0.1271 angstrom
  4d: -119.10 -> -140.35 eV; 0.3738 -> 0.3644 angstrom
  4f: -4.88 -> -22.41 eV; 0.5457 -> 0.4660 angstrom
  5s: -36.33 -> -48.52 eV; 0.8239 -> 0.7957 angstrom
  5p: -21.73 -> -33.09 eV; 0.9350 -> 0.8876 angstrom
  6s: -3.42 -> -9.53 eV; 2.4359 -> 2.0318 angstrom
Probabilities per subshell (dimensionless):
  nl  N  p        1-p^N     PF        P_CN      P_independent
  1s  2  1.00000  0.00000  0.00000   0.00000   0.00000
  2s  2  1.00000  0.00000  0.00000   0.00000   0.00000
  3s  2  0.99993  0.00014  0.00010   0.00004   0.00004
  4s  2  0.99953  0.00094  0.00052   0.00043   0.00043
  5s  2  0.99677  0.00644  0.00336   0.00309   0.00309
  6s  2  0.92754  0.13966  0.00192   0.13774   0.13788
  2p  6  1.00000  0.00000  0.00000   0.00000   0.00000
  3p  6  0.99991  0.00054  0.00037   0.00017   0.00017
  4p  6  0.99937  0.00380  0.00178   0.00202   0.00202
  5p  6  0.99389  0.03612  0.00129   0.03482   0.03486
  3d  9  0.99986  0.00126  0.00077   0.00049   0.00050
  4d 10  0.99867  0.01322  0.00073   0.01249   0.01250
  4f  4  0.97973  0.07866  0.00000   0.07866   0.07866
Squared overlap of 4d (atom) with 3d (ion): 8.102e-05
Unblocked 4d -> 3d-hole weight in P_CN: 8.102e-05
Total shake probability of the ion (dimensionless):
  full determinants           0.24776
  independent electrons       0.24768
  Carlson-Nestor, combined    0.24751
  without Pauli correction    0.25592
Change of the full result on a coarser grid: 3.1e-10
```
